# Zipped height of elastic islands from finite elements and cohesive tractions

## Dimensions and linearity fix the form

Identical ridge-shaped islands stand side by side on a substrate, with period $2R$. Neighbours touch at their feet, and above the foot a narrow gap separates them. Closing the gap replaces two free surfaces by one grain boundary and gains

$$W=2\gamma_s-\gamma_{gb}$$

per unit area, but it stretches both islands. How high does the gap close?

Let $y$ be height above the substrate and $x$ the horizontal distance from an island's mid-plane. The flank is at $x=R-c(y)$, with

$$c(y)=\frac{y^2}{2\rho},$$

so $c$ is half the initial gap and $\rho$ is the flank's radius of curvature at its foot. The assumptions are plane strain, linear isotropic elasticity, and a base bonded to a rigid substrate. With Young modulus $E$ and Poisson ratio $\nu$, define $E'=E/(1-\nu^2)$.

Suppose the gap is closed up to height $z$, small compared with $R$, $\rho$ and the island height. Near its foot the island then looks like a quarter plane, and $z$ is the remaining length in its shape. The imposed displacement is proportional to $1/\rho$. In linear elasticity the energy is quadratic in it, hence proportional to $E'/\rho^2$. Energy per unit ridge length has the dimension of modulus times length squared, so the elastic energy per gap must be

$$U_{\rm gap}=\kappa(\nu)\,\frac{E'z^4}{\rho^2}.$$

The energy release rate, meaning the elastic energy that unzipping would return per unit height, is

$$G=\frac{dU_{\rm gap}}{dz}=4\kappa\frac{E'z^3}{\rho^2}.$$

The total energy $U_{\rm gap}-Wz$ is stationary when $G=W$:

$$z_0=k\left(\frac{W\rho^2}{E'}\right)^{1/3},\qquad k=(4\kappa)^{-1/3}.$$

Its second derivative there is $dG/dz=3W/z_0>0$, so this is a minimum. Also $U_{\rm gap}=Gz/4$, so at equilibrium the strain energy has consumed a quarter of the adhesion energy $Wz_0$.

The number $k$ needs a calculation. The bonded base matters: it passes most of the neighbour's pull into the substrate before that pull reaches the island's mid-plane. On a shear-free base the displacement contains a logarithm of distance, as shown below, and $R$ would not drop out.

## Two nodes by hand

Cut one gap by its mirror plane $x=R$ and keep one half-island. Let its flank have two nodes, at heights 1 and 2 in some unit. The foot is fixed. Let $F_{ij}$ be the horizontal displacement of node $i$ caused by a unit horizontal force at node $j$. In suitable units take

$$F=\begin{pmatrix}4&2\\2&5\end{pmatrix},\qquad c=\begin{pmatrix}1\\4\end{pmatrix},$$

where $c$ grows as height squared.

If only node 1 is closed, its force is $t_1=c_1/F_{11}=1/4$, and the energy is $U_1=\tfrac12 t_1c_1=1/8$. If both are closed,

$$t=F^{-1}c=\frac1{16}\begin{pmatrix}5&-2\\-2&4\end{pmatrix}\begin{pmatrix}1\\4\end{pmatrix}=\frac1{16}\begin{pmatrix}-3\\14\end{pmatrix},$$

$$U_2=\tfrac12\,c^Tt=\tfrac12\cdot\frac{-3+56}{16}=\frac{53}{32}.$$

The upper node is pulled and the lower one is pushed: in this example the tension gathers at the tip.

A Cholesky factor gives both energies at once. Write $F=LL^T$ and solve $Lv=c$:

$$L=\begin{pmatrix}2&0\\1&2\end{pmatrix},\qquad v_1=\frac12,\qquad v_2=\frac{4-\frac12}{2}=\frac74.$$

Then $\tfrac12v_1^2=1/8=U_1$, and $\tfrac12v_2^2=49/32=U_2-U_1$. Each $v_k$ gives the cost of closing one more node.

A gap has two half-islands, so the release rate between nodes is $2(U_k-U_{k-1})/\Delta y=v_k^2/\Delta y$. This gives $G=1/4$ at mid-height $1/2$ and $G=49/16$ at mid-height $3/2$. For $W=2$ equilibrium lies between them. A power law through the two points has exponent $\ln(12.25)/\ln 3=2.28$, and therefore $z_0=\tfrac12\,(2/0.25)^{1/2.28}=1.24$.

## The sharp tip in general

Divide the half-island into bilinear four-node elements, finest near the flank and foot. The conditions are $u_x=0$ on the island's mid-plane, $u=0$ at the base, and no traction on the top. Mirror symmetry removes shear from the zipped wall. Solving the finite-element equations for a unit horizontal force at each flank node in turn gives the matrix $F$.

When the lowest $k$ nodes are closed, the others carry no force. Hence $c_k=F_{kk}t_k$, where $F_{kk}$ is the leading $k\times k$ block, and

$$U_k=\tfrac12\,c_k^TF_{kk}^{-1}c_k.$$

The leading block of $F$ is the product of the leading blocks of $L$ and $L^T$, because $L$ is lower triangular. Forward substitution for the first $k$ entries of $v$ does not involve later rows. Therefore

$$U_k=\tfrac12\sum_{i\le k}v_i^2,\qquad G_{k-1/2}=\frac{v_k^2}{y_k-y_{k-1}}.$$

One factorization yields the whole curve $G(z)$. The height $z_0$ follows by interpolating $\ln G$ against $\ln z$, which is accurate for a near power law.

## A case with a closed form

The elastic part can be compared with a solvable case. Let the base be free of shear, with $u_y=0$. Reflection in the base then turns the island into a half-plane, closed over $|y|<a$. Let $t(s)$ be the outward traction. A line force $P$ moves the surface by $-(2P/\pi E')\ln|y|$ plus a constant, so the surface slope must satisfy

$$-\frac{2}{\pi E'}\,{\rm PV}\!\!\int_{-a}^{a}\frac{t(s)}{y-s}\,ds=\frac{y}{\rho}.$$

Inside the contact, the principal-value integral of $\sqrt{a^2-s^2}/(y-s)$ is $\pi y$, and that of $1/[\sqrt{a^2-s^2}\,(y-s)]$ is zero. The solution is thus

$$t(s)=\frac{A}{\sqrt{a^2-s^2}}-\frac{E'}{2\rho}\sqrt{a^2-s^2}.$$

Integration gives the total pull $P_t=\pi A-\pi a^2E'/(4\rho)$, so

$$A=\frac{P_t}{\pi}+\frac{a^2E'}{4\rho}.$$

At a small distance $r$ inside the tip, $a^2-s^2\simeq2ar$ and $t\simeq A/\sqrt{2ar}$. Equating this to $K/\sqrt{2\pi r}$ gives $K=A\sqrt{\pi/a}$. The release rate for the two bodies together is

$$G=\frac{K^2}{E'}=\frac{\pi A^2}{aE'}.$$

For a block 100 nm high and 100 nm in half-width, with an almost flat flank, spacing 0.13 nm and $a=5.93$ nm, the finite-element $G$ is 1.013 times this expression evaluated with the computed pull. The excess comes from the tip, which is resolved only to first order in the spacing; the finite size of the block has a much smaller effect.

## Cohesive traction

A sharp tip has infinite stress. Replace the all-or-nothing gain $W$ by an energy that depends on the actual gap $g=2(c-u_x)$:

$$\varphi(g)=-W\left(1+\frac gd\right)e^{-g/d}.$$

Here $d$ is the range. The traction is the derivative,

$$T=\varphi'=-\frac Wd\,e^{-g/d}+\frac Wd\left(1+\frac gd\right)e^{-g/d}=\frac{Wg}{d^2}\,e^{-g/d}.$$

It is greatest at $g=d$, where it equals $W/(ed)$. Full separation costs $\int_0^\infty T\,dg=\varphi(\infty)-\varphi(0)=W$, as required.

The gap energy is shared by two half-islands, so the energy of one half is

$$\Pi=U+\tfrac12\int\varphi(g)\,dy.$$

Adhesion is counted per unit of undeformed height. With $S=F^{-1}$ and $\ell_i$ the height belonging to node $i$,

$$\Pi=\tfrac12u^TSu+\tfrac12\sum_i\ell_i\,\varphi\big(2(c_i-u_i)\big),$$

apart from the constant contribution of the fixed foot. Since $\partial g_i/\partial u_i=-2$, the gradient and second derivative are

$$\frac{\partial\Pi}{\partial u_i}=(Su)_i-\ell_iT_i,\qquad H=S+2\,{\rm diag}(\ell_iT_i').$$

Beyond $g=d$ the slope $T'$ is negative, and $H$ may lose positive definiteness. Each Newton step therefore uses $H+sI$, with $s$ raised until the matrix is positive definite and the energy does not rise; $s$ is reduced as the solution settles.

A coarse mesh can hold the tip at a false equilibrium, since the tip must then advance by whole elements. To expose this, the minimization is run from an unzipped start and from one zipped too high. The length to resolve is the cohesive zone, where traction is appreciable. Its scale follows from equating the crack-tip stress $K/\sqrt r$, with $K^2=E'W$, to the strength $W/(ed)$. Up to a numerical factor,

$$l_c\sim\frac{E'W}{(W/ed)^2}=\frac{e^2E'd^2}{W}.$$

## Why the release rate equals the work of adhesion

The release rate can also be read from the stress field. Move material points by $\epsilon v$, choosing a smooth weight $q$ that is 1 around the tip and 0 at the base, at the top and deep inside the island. Points on the curved flank must stay on it. Raising one by $\epsilon q$ shifts it sideways by $-\epsilon c'q$, so

$$v=q\,(-c',\,1).$$

A closed point at the new height needs displacement $c(y+\epsilon q)=c+\epsilon c'q$ to first order. The displacement carried to the new position is therefore $u+\epsilon e$, with $e=(c'q,\,0)$.

By the chain rule the new displacement gradient is

$$(\nabla u+\epsilon\nabla e)(I+\epsilon\nabla v)^{-1}\simeq\nabla u+\epsilon(\nabla e-\nabla u\,\nabla v),$$

and areas change by the factor $1+\epsilon\,{\rm div}\,v$. With $w$ the strain energy density and $\sigma=\partial w/\partial\nabla u$, the energy of the half-island changes by $\epsilon D$, where

$$D=\int\left[w\,{\rm div}\,v-\sigma:(\nabla u\,\nabla v)+\sigma:\nabla e\right]dA.$$

For a sharp tip the carried field is admissible at the new tip position. It differs from the true field there by order $\epsilon$, and energy is stationary about the true field, so the error is of order $\epsilon^2$. Hence $G=2D$ for the two halves.

Now apply the same motion to the cohesive equilibrium. At a moved flank point,

$$g_{\rm new}=2\big[c(y+\epsilon q)-u_x-\epsilon c'q\big]=g+O(\epsilon^2).$$

The gap is unchanged, but $dy$ becomes $(1+\epsilon q')\,dy$. Stationarity of $\Pi$ requires $D+\tfrac12\int\varphi q'\,dy=0$, or

$$G=2D=-\int\varphi(g)\,q'\,dy.$$

Let $q$ rise from 0 to 1 inside the zipped part, where $\varphi\simeq-W$, and fall back to 0 where the gap is wide and $\varphi\simeq0$. The right side is then $W$, apart from the small departures of $\varphi$ from these two values. The range $d$ need not be small compared with $z_0$, provided such a closed part and a wide gap exist. On a mesh, moving the nodes is not one of the variations made stationary, so a difference between the two sides measures discretization error.

## Silver-like ridges

Take rough typical constants for silver: $E=83$ GPa, $\nu=0.37$, $\gamma_s=1.2$ J/m² and $\gamma_{gb}=0.4$ J/m². Then $W=2(1.2)-0.4=2.0$ J/m² and $E'=96.2$ GPa. The geometry is $R=\rho=50$ nm with height 30 nm.

The range is $d=0.06$ nm. It is close to the 0.057 nm obtained by matching the initial stiffness $W/d^2$ to the uniaxial-strain modulus divided by the spacing of close-packed planes. The strength is 12.3 GPa, and $l_c\sim2.0\times96.2/12.3^2=1.3$ nm.

In the table, "open" and "closed" are the two starting states. The cohesive height is where $g=d$, the point of greatest traction.

| Spacing (nm) | Sharp $z_0$ (nm) | Open (nm) | Closed (nm) | $2D$ (J/m²) |
|---|---|---|---|---|
| 0.4 | 5.287 | 5.241 | 5.571 | 1.896 |
| 0.2 | 5.344 | 5.326 | 5.326 | 2.009 |
| 0.1 | 5.370 | 5.330 | 5.330 | 2.000 |

On the coarsest mesh the two starts end 0.33 nm apart, almost one element, and the release rate from the open start is 5% below $W$. This is mesh trapping, with about three elements in the length $l_c$. On the two finer meshes the starts agree to the digits shown. On the finest, $2D=1.9997$ J/m² and the potential integral is 1.9996 J/m², against $W=2$ J/m².

The sharp height changes by 0.057 nm and then 0.027 nm as the spacing is halved, which is close to first order. Removing a first-order error gives

$$z_0\simeq2(5.3701)-5.3435=5.397\ {\rm nm}.$$

The error is not purely of first order, so the last digit is uncertain: with the tip fully resolved the height is 5.395 nm, 0.002 nm lower.

With the sharp tip placed at 5.40 nm on the finest mesh, energy differences give $G=2.034$ J/m² and the domain integral gives 2.033 J/m². Both exceed $W$ by 1.7%, mainly because they share the mesh error: on this mesh $G=W$ is reached at 5.370 nm, and $3\times0.030/5.37=1.7\%$. In the cohesive solution, dropping $\sigma:\nabla e$ from the integral changes the result from 2.00 to $-0.15$ J/m² for the weight $q$ used here (the incomplete integral depends somewhat on that choice), so the change of the imposed displacement $c$ with height cannot be left out.

The cohesive height should approach the sharp one as $l_c$, and with it $d$, tends to zero. For a rough estimate, assume an error proportional to $l_c$, hence to $d^2$; this ignores a possible logarithmic factor and higher terms. For $d=0.08$ nm, other inputs fixed, the cohesive height is 5.304 nm. Extrapolation on this assumption gives

$$5.330+(5.330-5.304)\,\frac{0.06^2}{0.08^2-0.06^2}=5.363\ {\rm nm},$$

which is 0.6% below the extrapolated sharp value. Part of this gap is mesh error: with the cohesive zone fully resolved the height for $d=0.06$ nm is 5.336 nm rather than 5.330 nm (5.305 nm for $d=0.08$ nm), and the same extrapolation gives about 5.375 nm. The rest comes from the assumption. Between $d=0.06$ and 0.08 nm the departure from the sharp height grows roughly as $d^{1.5}$, and it approaches $d^2$ only at shorter range. Extrapolating from $d=0.045$ and 0.03 nm (5.3595 and 5.3795 nm) gives 5.3955 nm, in agreement with the sharp value. At finite range the height also depends on its definition: the adhesion-weighted height $-\int\varphi\,dy/W$ is 5.43 nm, against 5.33 nm at the traction peak. A fair statement is $z_0=5.4$ nm ($5.4\times10^{-9}$ m), with about 0.1 nm of ambiguity within this model.

The scaling law can now be given its prefactor. Since $W\rho^2/E'=2\times2500/96.16=52.0$ nm³, whose cube root is 3.73 nm, $k=5.397/3.73=1.45$ for this island. The quarter-plane limit, which is the $k$ of the scaling argument, is slightly lower, 1.444, for this Poisson ratio and bonded base. Finite size shifts the height by a few tenths of a per cent: doubling $R$ at the same island height raises $z_0$ by 0.5%. Between 2 and 4 nm the computed $G$ grows as $z^{2.97}$, and the elastic energy at equilibrium is 0.251 of $Wz_0$; the argument gave 3 and 1/4. For a second case, $R=70$ nm and $\rho=30$ nm at the same island height, the law predicts 3.84 nm and the finite elements give 3.79 nm at spacing 0.2 nm. The difference is similar to the mesh error found above at that spacing. The law must fail once $z_0$ is comparable with the island height or with $\rho$.

## Stress, and the real film

The film force per unit width is the horizontal stress integrated over the section, divided by the section's length:

$$f=\frac1R\int\sigma_{xx}\,dA.$$

If film and substrate together carry no net horizontal force, the substrate carries $-f$ on average, which is what bends a wafer. Here, with the rigid substrate, $f=3.5$ N/m. The half-island area is 1410 nm², so the mean thickness is $1410/50=28.2$ nm and the mean stress is $3.534/28.2=0.125$ GPa, or 125 MPa in tension.

Real silver films on oxides do form islands that coalesce, and tensile stresses of roughly tens to hundreds of MPa are plausible at that stage. Islands 100 nm apart are on the large side for deposition near room temperature. Silver wets oxides poorly, so its contact angle is usually above 90° and real islands first touch above the substrate, not at their feet as assumed here. Real islands are also three-dimensional. Neither change is evaluated here. Several other assumptions were sized, each varied alone:

- Cubic elasticity, for an (001) film with rough silver constants, changes the sharp $z_0$ by about $+4$ to $+5\%$ for (100) walls and $-3$ to $-4\%$ for (110) walls; the spread reflects the mesh (the program prints $+4.2\%$ and $-3.5\%$ at spacing 0.2 nm). The common (111) texture is not covered.
- A silica-like substrate, with modulus 70 GPa, raises $z_0$ by 4%. It raises the film force much more, by about a quarter, to 4.5 N/m, so the 125 MPa above applies only to a rigid substrate.
- The energy-weighted displacement gradient is 0.05, so corrections to linear elasticity of some per cent should be expected.
- A surface stress of 1 N/m, a rough value, is 28% of the film force. It matters more for the wafer's reading than the effects above do for the height.
- The largest in-plane shear stress depends on the assumed range: it is about 3.4 GPa for $d=0.06$ nm (the program prints 3.49 GPa at spacing 0.1 nm, about 0.1 GPa above the converged value) and about 4.4 GPa for $d=0.045$ nm. Both values are below the rough ideal-strength estimate $\mu/2\pi=4.8$ GPa, where $\mu$ is the shear modulus, but the margin is not a firm result: for $d=0.03$ nm the stress is about 6.5 GPa, above that estimate. For $d=0.06$ nm the stress exceeds the lower estimate $\mu/30=1.0$ GPa over 12 nm² of the half-island, so dislocations near the tip cannot be excluded.

Thermal motion of the tip is small. If 10 nm of ridge moves as a unit, the mean-square displacement is $k_BT/[(dG/dz)\times10\ {\rm nm}]$, whose square root is 0.02 nm at 300 K.

Surface diffusion is the more serious limitation. A small surface ripple of wavelength $\lambda$ decays in the time $(\lambda/2\pi)^4k_BT/(D_s\gamma_s\Omega^{4/3})$, with $\Omega$ the atomic volume and $D_s$ the surface diffusivity for mass transport. For an assumed activation energy of 0.7 eV and prefactor $10^{-3}$ cm²/s, $D_s=1.7\times10^{-15}$ cm²/s at 300 K. The time is about 3 ms for $\lambda=1$ nm and 2.5 s for $\lambda=z_0$. (The program prints these times without the factor $(2\pi)^{-4}$, as 4.5 s and about an hour.) An activation energy 0.1 eV higher or lower changes these times by a factor of about fifty. The computed height therefore describes zipping that is fast compared with surface transport. Under slow growth the groove can fill with atoms instead of closing by strain, and the elastic equilibrium then no longer determines the boundary height. The numerical output follows below.

## Computed values

```
Young modulus 83 GPa, Poisson ratio 0.37, E' = 96.16 GPa
surface energy 1.2 J/m2, boundary energy 0.4 J/m2, W = 2.00 J/m2
half period 50 nm, flank radius 50 nm, island height 30 nm
cohesive range used 0.060 nm; interplanar-stiffness estimate 0.0567 nm
cohesive strength W/(e d) = 12.26 GPa
half-plane benchmark at a = 5.933 nm: G(FE)/G(closed form) = 1.0134
mesh 0.4 nm: sharp z0 = 5.2867 nm; cohesive z from open 5.2406, from closed 5.5706 nm
   tip integral G = 1.8955 J/m2, from potential 1.9997 J/m2
mesh 0.2 nm: sharp z0 = 5.3435 nm; cohesive z from open 5.3261, from closed 5.3261 nm
   tip integral G = 2.0094 J/m2, from potential 1.9996 J/m2
mesh 0.1 nm: sharp z0 = 5.3701 nm; cohesive z from open 5.3300, from closed 5.3300 nm
   tip integral G = 1.9997 J/m2, from potential 1.9996 J/m2
sharp z0 extrapolated to zero mesh size = 5.3967 nm
tip integral without the carried-displacement term = -0.1500 J/m2
sharp tip at 5.40 nm: G by differences 2.0339, by integral 2.0333 J/m2
cohesive z at d = 0.080 nm: 5.3041 nm; limit d -> 0: 5.3633 nm
adhesion-weighted height at d = 0.060 nm: 5.4297 nm
exponent of G(z), 2 to 4 nm: 2.973; elastic energy/(W z0) = 0.2513
scaling prefactor k = 1.4459
R = 70, rho = 30 nm: FE z0 = 3.792 nm, scaling law 3.839 nm
film force per width = 3.5341 N/m; mean film stress = 125.3 MPa
neglected effects:
 cubic constants C11, C12, C44 = 124, 93, 46 GPa
 (001) film, (100) walls: z0 changes by +4.2 %
 (001) film, (110) walls: z0 changes by -3.5 %
 substrate of 70 GPa, ratio 0.17: z0 changes by +4.2 %
 largest shear stress 3.49 GPa; mu/(2 pi) = 4.82 GPa
 half-island area above mu/30 = 1.01 GPa: 11.8 of 1410 nm2
 energy-weighted rms displacement gradient = 0.0507
 surface stress 1.0 N/m over film force = 0.28
 thermal rms of z at 300 K, 10 nm of ridge: 0.0193 nm
 surface diffusion: prefactor 1e-03 cm2/s, activation 0.7 eV, D = 1.74e-15 cm2/s
 smoothing time over 1 nm: 4.50e+00 s; over z0: 3.82e+03 s
```
